# Range straggling and lateral spread for equal-mass power-law scattering

## Problem

An ion of energy $E$ enters a random medium made of atoms of its own mass. It loses energy only in elastic collisions with single atoms that are initially at rest. In one collision it transfers an energy $T$ with the cross section

$$d\sigma=C\,E^{-1/2}\,T^{-3/2}\,dT,\qquad 0<T<E, \tag{1}$$

which is the power law with exponent $m=1/2$. The atomic density is $N$. There is no binding energy and no electronic stopping, the medium fills all space, and the ion is followed until its energy is zero.

Let $x$ be the final displacement along the initial direction and $y$ the displacement along one fixed perpendicular axis. The projected range is $R_p=\langle x\rangle$. The standard deviations are $\sigma_x$ and $\sigma_y$; by symmetry $\langle y\rangle=0$.

(a) Estimate $\sigma_x/R_p$ and $\sigma_y/R_p$ by scaling. (b) Calculate them exactly within the model. (c) Explain the difference. (d) Find the lengths for 50 keV copper ions in copper, and judge what the model leaves out.

## First estimate by scaling

Put $T=Et$. Then $dT=E\,dt$ and

$$d\sigma=\frac{C}{E}\,t^{-3/2}dt,\qquad 0<t<1. \tag{2}$$

The distribution of the fractional loss $t$ has the same shape at every energy, and the mean distance between collisions of a given kind is proportional to $E$. The one length in the problem is therefore $E/(NC)$. All mean lengths are proportional to it, and both requested ratios are pure numbers.

The stopping power is

$$S=N\int T\,d\sigma=NC\int_0^1t^{-1/2}dt=2NC.$$

It does not depend on energy, so the path length is about $R=E/S=E/(2NC)$. For a first estimate, suppose that deflections are small, so that $R_p\approx R$, and that energy is lost in many small steps.

A fluctuation $\delta E$ of the loss changes the remaining path by $\delta E/S$. The variance of the loss per unit length at energy $E'$ is

$$N\int T^2d\sigma=NCE'\int_0^1t^{1/2}dt=\tfrac23NCE'.$$

Dividing by $S^2$ and using $dL=dE'/S$ gives

$$\sigma_x^2\approx\int_0^E\frac{2NCE'/3}{(2NC)^3}\,dE'=\frac{E^2}{24N^2C^2}=\frac{R^2}{6}.$$

Hence $\sigma_x/R_p\approx0.41$.

For the lateral spread we need the deflection angle $\phi$. In the centre-of-mass frame the ion's velocity, half the initial velocity $\mathbf v$ in magnitude, is turned to a direction $\mathbf n$ through an angle $\theta$. Returning to the laboratory adds the centre-of-mass velocity $\mathbf v/2$:

$$\mathbf v'=\tfrac12(\mathbf v+v\,\mathbf n).$$

Therefore $v'^2=v^2(1+\cos\theta)/2=v^2\cos^2(\theta/2)$, so that $t=\sin^2(\theta/2)$. The component along $\mathbf v$ gives

$$\cos\phi=\frac{(1+\cos\theta)/2}{\cos(\theta/2)}=\cos\frac\theta2=\sqrt{1-t}. \tag{3}$$

For small $t$ this means $\phi^2\approx t$. The mean square angle gained per unit length is $N\int t\,d\sigma=2NC/E'$, or $dE'/E'$ per energy interval. Half of it belongs to the $y$ axis. Each tilt acts over the remaining path $E'/(2NC)$, and independent tilts add in variance:

$$\sigma_y^2\approx\frac12\int_0^E\left(\frac{E'}{2NC}\right)^2\frac{dE'}{E'}=\frac{R^2}{4}.$$

The estimate is $\sigma_y/R_p\approx0.50$. Both spreads are of the order of half the range, which is too large for the small-angle assumption to be safe. In particular, the estimate cannot be trusted to say which spread is larger.

## Exact solution

### Equation for the moments

Choose any fixed measuring axis. Let $\eta$ be the cosine of the angle between it and the ion's initial direction, and let $F^n(E,\eta)$ be the mean $n$th power of the final displacement along this axis. Here $n$ on $F$ is a label, not a power.

Follow the ion over a first short path $dL$. With probability $N\,d\sigma\,dL$ it suffers a collision and continues with energy $E-T$ and cosine $\eta'$. Otherwise it continues unchanged, but displaced by $\eta\,dL$. To first order in $dL$,

$$F^n(E,\eta)=N\,dL\int d\sigma\,\overline{F^n(E-T,\eta')}+\left(1-N\,dL\int d\sigma\right)F^n(E,\eta)+n\eta\,dL\,F^{n-1}(E,\eta),$$

where the bar is an average over the azimuth of the collision. Cancelling $F^n$ and dividing by $dL$ gives

$$n\eta F^{n-1}=N\int d\sigma\left[F^n(E,\eta)-\overline{F^n(E-T,\eta')}\right]. \tag{4}$$

The total cross section diverges at $T\to0$, so this argument is made with a small lower cutoff on $T$. The bracket vanishes in proportion to $T$, the integral of $T\,T^{-3/2}$ converges, and the cutoff can then be removed.

### Separation of the angles

If $\alpha$ is the collision azimuth and $c=\cos\phi$, then

$$\eta'=\eta c+\sqrt{1-\eta^2}\sqrt{1-c^2}\cos\alpha.$$

Averaging gives $\overline{\eta'}=c\eta$ and $\overline{\eta'^2}=\eta^2c^2+\frac12(1-\eta^2)(1-c^2)$. With $P_2(u)=(3u^2-1)/2$, the second result becomes

$$\overline{P_2(\eta')}=\tfrac14(1-3\eta^2-3c^2+9\eta^2c^2)=P_2(c)P_2(\eta).$$

Together with $P_0=1$ and $P_1(u)=u$, we have $\overline{P_l(\eta')}=P_l(c)P_l(\eta)$ for the three values of $l$ needed here.

Scaling requires $F^n\propto E^n$. Inserting $E^nP_l(\eta)$ into the right side of (4), with (2) and (3), gives $NC\,E^{n-1}J_{l,n}P_l(\eta)$, where

$$J_{l,n}=\int_0^1t^{-3/2}\left[1-P_l(\sqrt{1-t})(1-t)^n\right]dt. \tag{5}$$

The factor $(1-t)^n$ describes the loss of energy and $P_l$ the loss of direction.

### The integrals

All cases reduce to $J(p)=\int_0^1t^{-3/2}[1-(1-t)^p]dt$. Integrate by parts, with $-2t^{-1/2}$ as the integral of $t^{-3/2}$. The boundary term is $-2$ at $t=1$ and zero at $t=0$, so

$$J(p)=-2+2p\int_0^1t^{-1/2}(1-t)^{p-1}dt=-2+2\sqrt\pi\,\frac{\Gamma(p+1)}{\Gamma(p+1/2)}.$$

The last step uses the beta integral $\Gamma(1/2)\Gamma(p)/\Gamma(p+1/2)$. The values needed are

$$J(1)=2,\quad J(\tfrac32)=\tfrac{3\pi}{2}-2,\quad J(2)=\tfrac{10}{3},\quad J(3)=\tfrac{22}{5}.$$

For $l=0$, $J_{0,n}=J(n)$. For $l=n=1$ the product in (5) is $(1-t)^{3/2}$, so

$$J_{1,1}=\frac{3\pi-4}{2}=2.7124.$$

For $l=n=2$, $P_2(\sqrt{1-t})=[3(1-t)-1]/2$, and

$$J_{2,2}=\tfrac12[3J(3)-J(2)]=\tfrac12\left(\tfrac{66}{5}-\tfrac{10}{3}\right)=\tfrac{74}{15}.$$

### First and second moments

For $n=1$, $F^0=1$ and the source in (4) is $\eta=P_1$. Hence

$$F^1=R_p\eta,\qquad R_p=\frac{E}{NCJ_{1,1}}. \tag{6}$$

For $n=2$ the source is $2\eta F^1=2R_p\eta^2$. Since $\eta^2=(1+2P_2)/3$, write $F^2=R_p^2[b_0+b_2P_2(\eta)]$. The collision operator turns $R_p^2P_l$ into $R_p(J_{l,2}/J_{1,1})P_l$. Equating the coefficients of $P_0$ and $P_2$ gives

$$b_0=\frac{2J_{1,1}}{3J_{0,2}}=\frac{J_{1,1}}5,\qquad b_2=\frac{4J_{1,1}}{3J_{2,2}}=\frac{10J_{1,1}}{37}. \tag{7}$$

Numerically, $b_0=0.5425$ and $b_2=0.7331$.

When the measuring axis is the initial direction, $\eta=1$ and $P_2=1$. Subtracting the squared mean,

$$\frac{\sigma_x^2}{R_p^2}=b_0+b_2-1=\frac{87(3\pi-4)}{370}-1=0.2756.$$

When the axis is perpendicular, $\eta=0$, $P_2=-1/2$ and the mean vanishes:

$$\frac{\sigma_y^2}{R_p^2}=b_0-\frac{b_2}{2}=\frac{6(3\pi-4)}{185}=0.1759.$$

The result is

$$\boxed{\frac{\sigma_x}{R_p}=0.525,\qquad\frac{\sigma_y}{R_p}=0.419.} \tag{8}$$

The root-mean-square distance from the initial line contains both transverse axes. It is $\sqrt2\,\sigma_y=0.593R_p$, and must not be entered where a single-axis deviation is required.

A simulation of 80,000 ions, using the vector collision rule and random free paths, tests the result without the moment equations. Collisions with $t<0.005$ were replaced by rarer ones at $t=0.005$ with the same mean energy transfer. It gave 0.526 and 0.420.

### A tilted beam

The same solution covers oblique incidence. Let the measuring axis be the inward surface normal and $\eta$ the cosine of the tilt angle. The mean depth is $R_p\eta$. Its variance is $R_p^2[b_0+b_2P_2(\eta)-\eta^2]$, which can be rearranged as

$$\sigma_{\rm depth}^2=\eta^2\sigma_x^2+(1-\eta^2)\sigma_y^2.$$

At $45^\circ$ the spread is $R_p\sqrt{(0.2756+0.1759)/2}=0.475R_p$, while the mean depth is $0.707R_p$. The relative spread in depth rises to 0.67. This still assumes an infinite medium. At $45^\circ$ about 4% of the ions recross the surface plane, and removing them lowers the relative spread to about 0.61. The assumption weakens further towards grazing incidence.

## Comparison of the two

The estimate gave 0.41 and 0.50; the exact values are 0.525 and 0.419. The orders of magnitude agree, but the order of the two spreads is reversed. Two further limits of the same model show why.

First ignore direction and consider the path length alone. Its moments obey (4) with $\eta$ replaced by 1 and no angular dependence. The mean is $R=E/(NCJ_{0,1})=E/(2NC)$. The mean square is

$$\frac{2R\,E}{NCJ_{0,2}}=\frac{4R^2}{J_{0,2}}=\frac65R^2,$$

so the relative variance is $1/5$ instead of the estimated $1/6$. Since $1-(1-t)^2=2t-t^2$, the integral $J_{0,2}=4-\tfrac23$ contains only the mean and the variance of the loss, which the estimate already used. The estimate errs in treating the fluctuation as small. It sums the variance rate $\tfrac23NCE'$ along the mean path, where $\int E'dL=E^2/(4NC)$, whereas the average over fluctuating paths is $E^2/(NCJ_{0,2})=3E^2/(10NC)$, larger by the factor $6/5$. This raises the relative path straggling from 0.41 to 0.447. That is only part of the way to 0.525.

Next keep the deflections in full, but let energy and direction change in infinitesimal steps at the same stopping power. For small $t$, $P_l(\sqrt{1-t})\approx1-l(l+1)t/4$. The bracket in (5) becomes $[n+l(l+1)/4]t$, and its integral is

$$J_{l,n}^{\rm soft}=2n+\frac{l(l+1)}2.$$

Thus $J_{1,1}$, $J_{0,2}$ and $J_{2,2}$ are replaced by 3, 4 and 7. The first forms in (7) give $b_0=1/2$ and $b_2=4/7$, hence

$$\frac{\sigma_x^2}{R_p^2}=\frac1{14},\qquad\frac{\sigma_y^2}{R_p^2}=\frac3{14}.$$

Here $\sigma_x/R_p=0.27$ arises from winding of the path alone, because the path length no longer fluctuates. The longitudinal variance therefore has two sources, the fluctuating path length and the winding of the path. Taken separately they give relative variances of $0.200$ and $0.071$, each smaller than the exact $0.276$. Each is relative to the squared mean of its own limit, $R^2$ in the first case and the soft-step $R_p^2$ in the second, so they are not parts of a sum.

The lateral case is clearest in units of the path length:

| Treatment | $R_p/R$ | $\sigma_y/R$ | $\sigma_y/R_p$ |
|---|---:|---:|---:|
| Small angles | 1 | 0.500 | 0.500 |
| Full angles, soft steps | 0.667 | 0.309 | 0.463 |
| Exact | 0.737 | 0.309 | 0.419 |

The small-angle estimate lets every tilt act over the whole remaining path, although later deflections destroy the memory of direction. Correcting this reduces $\sigma_y$ strongly. It also shortens $R_p$, so the error partly cancels in the ratio. Allowing hard collisions then leaves $\sigma_y/R$ nearly unchanged but lengthens $R_p$, which brings the ratio down to 0.419.

## Copper ions in copper

To obtain lengths we need $C$. In the Thomas-Fermi scaling of the screened collision,

$$d\sigma=\pi a^2f(q)\frac{dq}{q^2},\qquad q=\varepsilon\sqrt t,\qquad \varepsilon=\frac{aE}{2Z^2e^2},$$

where $e^2$ stands for the squared charge divided by $4\pi\epsilon_0$. The screening length is $a=(9\pi^2/128)^{1/3}a_0/(\sqrt2Z^{1/3})$, with $a_0$ the Bohr radius. The power law $m=1/2$ corresponds to a constant $f=\lambda$, for which the customary value is 0.327. Since $dq/q^2=dt/(2\varepsilon t^{3/2})$, comparison with (2) gives

$$C=\frac{\pi a^2\lambda E}{2\varepsilon}=\pi\lambda aZ^2e^2.$$

For copper, $Z=29$, $a=0.01078$ nm and $e^2=1.440$ eV nm, so $C=13.41$ eV nm². A face-centred cubic cell of edge 0.3615 nm contains four atoms, so $N=84.67$ nm$^{-3}$. At 50 keV,

$$R_p=\frac{50\,000}{84.67\times13.41\times2.712}\ \text{nm}=16.2\ \text{nm}.$$

Multiplication by (8) gives $\sigma_x=8.5$ nm and $\sigma_y=6.8$ nm. The mean path length is 22.0 nm.

### What the model omits

The reduced energy is $\varepsilon=0.223$. A constant $f$ is only a rough fit there. A fuller Thomas-Fermi form is

$$f(q)=1.309\,q^{1/3}\left[1+(2.618\,q^{4/3})^{2/3}\right]^{-3/2}.$$

At the initial energy its reduced nuclear stopping, $\varepsilon^{-1}\int_0^\varepsilon f\,dq$, is 0.41, against 0.327 for the constant. The Thomas-Fermi function overestimates the stopping at such energies: the universal (ZBL) and Kr-C potentials, fitted to calculated interatomic potentials, give about 0.35 in the same units, with Kr-C taken, here and below, with its usual Firsov screening length of 0.0096 nm. For small $q$ the Thomas-Fermi $f(q)$ falls to zero as $q^{1/3}$, and the ZBL and Kr-C stopping falls faster still, so the constant also fails at the lowest energies.

Lindhard electronic stopping for equal atoms is

$$S_e=N\,2\sqrt2\,\pi e^2a_0Z^{7/6}\frac{v}{v_0},$$

with $v_0$ the Bohr velocity. At 50 keV it is 0.52 keV/nm, or 23% of the power-law nuclear stopping of 2.27 keV/nm. It adds $S_e\,\partial F^n/\partial E$ to the right side of (4). In this description electronic loss neither deflects the ion nor fluctuates. Numerical solution of the moment equations at the same initial energy gives:

| Model | $R_p$ (nm) | $\sigma_x/R_p$ | $\sigma_y/R_p$ |
|---|---:|---:|---:|
| Power law | 16.2 | 0.525 | 0.419 |
| Thomas-Fermi | 14.1 | 0.551 | 0.457 |
| Thomas-Fermi, electronic | 12.8 | 0.512 | 0.428 |

With both corrections the range falls by 21% relative to the power law, and the spreads fall to 6.6 and 5.5 nm. These lengths depend on the potential. With the ZBL or Kr-C potential the range is 16.7 nm without electronic loss and 14.9 nm with it, only 8% below the power law, and the spreads are then 7.6 and 6.4 nm. The choice of potential thus moves the corrected range by about 2 nm. A change of $S_e$ by $\pm50\%$ moves the ZBL range between 14.2 and 15.7 nm. For the three cases above with Lindhard stopping, the corrected ratios are near 0.51 and 0.43, within 3% of the power law. The Molière potential with Lindhard stopping, or the same change of $S_e$ with the ZBL potential, spreads them over 0.50 to 0.53 and 0.41 to 0.44. The small change of the ratios is a cancellation: the screened scattering function raises both, and electronic loss lowers both. It should not be assumed at other energies. A separate simulation of 30,000 ions with the Thomas-Fermi form and electronic loss gave 12.9, 6.6 and 5.5 nm for the three lengths.

The entrance surface matters little at normal incidence. In the power-law simulation, 0.3% of the ions recrossed the starting plane. Removing them left $R_p=16.3$ nm, $\sigma_x=8.5$ nm and $\sigma_y=6.8$ nm.

The model also assumes a random medium, but real copper is crystalline. An ion steered along an open channel avoids most hard collisions. If electronic stopping alone acted, with $S_e\propto\sqrt E$, the path would be $2E/S_e(E)=193$ nm, about 12 times $R_p$. This is a scale for a deep tail, not a prediction of its population. The random-medium result therefore requires a disordered target or an orientation that suppresses channelling, and even a small channelled fraction can dominate the far tail. It also affects the spread: 1% of the ions distributed uniformly down to 193 nm would raise $\sigma_x$ from 8.5 to about 13 nm. This figure depends on where the tail ends: soft nuclear collisions and thermal vibration in the channel shorten it, a lower electronic stopping in the channel lengthens it, and a tail ending at 120 nm would give about 10 nm. The Lindhard estimate of the critical angle for the $\langle110\rangle$ axis is about $9^\circ$, so the acceptance is not narrow. In a vibrating lattice the deep tail needs closer alignment, and the fraction that stays channelled over tens of nanometres is already roughly halved at a tilt of $4^\circ$ to $5^\circ$.

Sputtering is one limit on the dose. At $10^{14}$ ions/cm², or 1 ion/nm², a rough yield of 10 atoms per ion removes $10/84.67=0.12$ nm. At the same yield, a dose a hundred times larger would remove about 12 nm, comparable with the range, and a fixed-surface profile would no longer apply. Displacement damage is another limit. A standard displacement count with a 30 eV threshold gives about 450 displacements per ion, or, spread over the first 25 nm, roughly 0.2 displacements per atom at $10^{14}$ ions/cm² and about 20 at $10^{16}$. Ion-beam mixing then moves atoms already implanted, which the model ignores. The profile of copper in copper can be observed only with an isotope tracer.

Finally, these are as-implanted spreads. If later annealing causes uniform, isotropic diffusion with coefficient $D$ for a time $\tau$, far from boundaries, the independent displacement adds $2D\tau$ to each variance. An increase of $\sigma_y$ by 10% needs $2D\tau=0.21\sigma_y^2$, or a diffusion length $\sqrt{2D\tau}$ of about 3 nm for the power-law value. Because the added variance is the same along every axis, annealing also drives $\sigma_x/\sigma_y$ towards one. The ratios in (8) describe the slowing down of the ion, not a diffused profile.

The numerical output below gives the power-law and Thomas-Fermi values to more digits.

## Values computed for the example and the checks

```
J(0,1), J(1,1) = 2.000000, 2.712389
J(0,2), J(2,2) = 3.333333, 4.933333
b0, b2 = 0.542478, 0.733078
<x^2>/Rp^2 = 1.275556
sigma_x^2/Rp^2, sigma_y^2/Rp^2 = 0.275556, 0.175939
sigma_x/Rp = 0.52493
sigma_y/Rp = 0.41945
radial rms/Rp = 0.59319
Rp/mean path length = 0.73736
Monte Carlo sigma_x/Rp, sigma_y/Rp = 0.5261, 0.4198
Monte Carlo Rp/mean path length = 0.7378
--- Cu ions in Cu ---
energy = 50 keV; Z = 29; lambda = 0.327
lattice parameter = 0.3615 nm
atomic density = 84.671 nm^-3
e^2/(4 pi eps0) = 1.43996 eV nm
screening length = 0.010783 nm
reduced energy = 0.2226
reduced length unit = 32.334 nm
C = 13.4146 eV nm^2
nuclear stopping, power law = 2.2716 keV/nm
mean path length = 22.010 nm
Rp = 16.230 nm
sigma_x = 8.519 nm
sigma_y = 6.807 nm
radial rms = 9.627 nm
--- neglected effects ---
reduced nuclear stopping, Thomas-Fermi = 0.4097
electronic coefficient k = 0.1584
electronic stopping at start = 0.5191 keV/nm
electronic/nuclear (power law) = 0.228
Thomas-Fermi: Rp, sigma_x, sigma_y = 14.07, 7.75, 6.43 nm
   sigma_x/Rp, sigma_y/Rp = 0.551, 0.457
Thomas-Fermi + electronic: Rp, sigma_x, sigma_y = 12.79, 6.55, 5.47 nm
   sigma_x/Rp, sigma_y/Rp = 0.512, 0.428
same, Monte Carlo: Rp, sigma_x, sigma_y = 12.85, 6.56, 5.48 nm
   sigma_x/Rp, sigma_y/Rp = 0.510, 0.426
fraction recrossing entrance plane = 0.3 %
retained ions: Rp, sigma_x, sigma_y = 16.26, 8.49, 6.80 nm
path with electronic stopping only = 193 nm
that path/Rp = 11.9
dose = 1e+14 ions/cm^2; rough yield = 10 atoms/ion
sputter recession = 0.118 nm
```
